# Why the primitive action fails for the attractive Coulomb potential

Hartree atomic units are used throughout: lengths in bohr, energies in hartree, inverse temperature $\beta$ in hartree$^{-1}$. One electron, without spin, moves around a fixed nucleus of unit charge in a weak harmonic trap:

$$H=T+V,\qquad T=\frac{p^2}{2},\qquad V(r)=-\frac1r+\frac{\omega^2r^2}{2}.$$

The partition function is $Z=\mathrm{Tr}\,e^{-\beta H}$. With $P$ beads and time step $\tau=\beta/P$, its primitive approximation is

$$Z_P=\int\prod_{k=1}^{P}d^3r_k\,\frac{1}{(2\pi\tau)^{3/2}}\exp\!\left[-\frac{(\mathbf r_k-\mathbf r_{k+1})^2}{2\tau}-\tau V(r_k)\right],\qquad \mathbf r_{P+1}=\mathbf r_1 .$$

The trap keeps a different infinity out of the discussion. A free hydrogen atom in unlimited space has infinitely many bound levels, each with a Boltzmann factor above 1, so its $Z$ is infinite before any discretization.

## The belief and its appeal

The belief is that the primitive action is valid for any potential: it may need many beads, but a small enough $\tau$ makes the error as small as desired.

For smooth, bounded potentials there is a good argument for this. By cyclicity of the trace, $Z_P=\mathrm{Tr}\,S(\tau)^P$ with $S(\tau)=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}$. Formally $S(\tau)S(-\tau)=1$, so $\ln S$ is odd in $\tau$, and

$$S(\tau)=\exp\!\left[-\tau\left(H+\tau^2C+\dots\right)\right].$$

Here $C$ is built from double commutators of $T$ and $V$, and the error at fixed $\beta$ is of order $\tau^2$.

One of these commutators already gives a warning. Acting on a function $f$,

$$[T,V]f=-\tfrac12(\nabla^2V)f-\nabla V\cdot\nabla f,$$

$$[V,[T,V]]f=-V\,\nabla V\cdot\nabla f+\nabla V\cdot\nabla(Vf)=|\nabla V|^2f .$$

Near the nucleus $|\nabla V|^2\approx1/r^4$, while the electron density there is finite and nonzero. The average therefore contains $\int r^2\,dr/r^4$, which diverges at the origin. This does not yet prove that $Z_P$ is infinite, but it removes the argument for a small error.

## The true partition function is finite

The operator $\lambda p^2/2-1/r$ describes hydrogen with electron mass $1/\lambda$, whose ground level is $-1/(2\lambda)$. Taking $\lambda=1/2$ gives $p^2/4-1/r\ge-1$, and hence

$$H\ge\frac{p^2}{4}+\frac{\omega^2r^2}{2}-1 .$$

The right side is an oscillator of mass 2. Its frequency $\omega'$ follows from $\tfrac12\cdot2\,\omega'^2=\tfrac12\omega^2$, so $\omega'=\omega/\sqrt2$. An operator inequality orders the eigenvalues one by one, so

$$Z\le e^{\beta}\left[2\sinh\frac{\beta\omega}{2\sqrt2}\right]^{-3}<\infty .$$

For the round model values $\beta=4$ and $\omega=0.5$ the bound is 15.1. Diagonalizing $H$ in a finite basis gives $Z=3.0437$, or $\ln Z=1.1131$. This is the reference below.

## The discretized one is infinite at every P

The integrand of $Z_P$ is positive, so integrating over part of the space gives a lower bound. Let all beads lie in the ball $r<1$. Neighbours are then at most 2 apart, so each link factor is at least $(2\pi\tau)^{-3/2}e^{-2/\tau}$. Each trap factor is at least $e^{-\tau\omega^2/2}$. Each Coulomb factor $e^{\tau/r_k}$ exceeds 1, and this bound is used for all beads but the first. With a constant $c>0$ that depends on $P$,

$$Z_P\ge c\int_0^1 4\pi r^2e^{\tau/r}\,dr .$$

All terms of the exponential series are positive, so $e^{\tau/r}\ge\tau^3/(6r^3)$, and

$$\int_0^1r^2e^{\tau/r}\,dr\ \ge\ \frac{\tau^3}{6}\int_0^1\frac{dr}{r}=\infty .$$

Thus $Z_P=\infty$ for every finite $P$. A smaller $\tau$ changes the coefficient of a divergent integral and nothing else. The terms of order 0, 1 and 2 in $\tau/r$ are integrable; the trouble begins at third order, so a low-order expansion of the weight does not show it.

For a singular point such as the nucleus, the criterion is integrability of $e^{-\tau V}$ near that point, which is not the same as boundedness of $V$. The argument above shows that $Z_P$ is infinite when this fails. Since each link factor is at most $(2\pi\tau)^{-3/2}$, $Z_P$ is finite when $e^{-\tau V}$ is integrable over all space, which the trap ensures at large $r$. For a well $V=g\ln r$ with $g>0$, the weight near the origin is $r^{-g\tau}$, and $\int r^{2-g\tau}dr$ converges there when $g\tau<3$: enough beads do cure this singularity. For $V=-g/r^s$ with $g,s>0$, the series term of order $n\ge3/s$ is not integrable, so no $\tau$ helps. For a repulsive Coulomb potential $e^{-\tau/r}\le1$, and this divergence is absent.

## Two limits that do not commute

To see the infinity in numbers, replace $-1/r$ by $-1/\max(r,\varepsilon)$. For each $\varepsilon>0$ the partition function $Z_P(\varepsilon)$ is finite. Put all beads in the ball $r<\varepsilon$. Each has volume $4\pi\varepsilon^3/3$ and Coulomb factor $e^{\tau/\varepsilon}$, and neighbours are at most $2\varepsilon$ apart:

$$Z_P(\varepsilon)\ge\left[\frac{4\pi\varepsilon^3}{3(2\pi\tau)^{3/2}}\;e^{\tau/\varepsilon-2\varepsilon^2/\tau-\tau\omega^2\varepsilon^2/2}\right]^P .$$

The logarithm of the right side grows like $\beta/\varepsilon$, reduced by only $3P\ln(1/\varepsilon)$. This is the physical fault. Confining a real electron to a sphere of radius $\varepsilon$ costs a kinetic energy of order $1/\varepsilon^2$, which outweighs the gain $1/\varepsilon$. The springs between beads do not resolve distances below about $\sqrt\tau$. Once the whole ring is smaller than that, further shrinking costs only the logarithm of the available volume.

For $\varepsilon\ll\tau$ the bound can be sharpened by adding the shell just outside the ball. With $r=\varepsilon+x$ and $\tau/r\approx\tau/\varepsilon-\tau x/\varepsilon^2$,

$$\int_\varepsilon r^2e^{\tau/r}dr\approx\varepsilon^2e^{\tau/\varepsilon}\int_0^\infty e^{-\tau x/\varepsilon^2}dx=\frac{\varepsilon^4}{\tau}\,e^{\tau/\varepsilon}.$$

Relative to the ball's $\varepsilon^3e^{\tau/\varepsilon}/3$ this is $3\varepsilon/\tau$. To leading order, then,

$$\ln Z_P(\varepsilon)\approx P\ln\!\left[\frac{4\pi\varepsilon^3}{3(2\pi\tau)^{3/2}}\,e^{\tau/\varepsilon}\left(1+\frac{3\varepsilon}{\tau}\right)\right].$$

For $P=4$, $\tau=1$ and $\varepsilon=0.002$ the four contributions give $4\,(500-17.211-2.757+0.006)\approx1920.15$. The full calculation, which diagonalizes the radial transfer matrix and involves no sampling, also gives 1920.15.

The values of $\ln Z_P(\varepsilon)$ for $\beta=4$ are:

| $\varepsilon$ (bohr) | $P=4$ | $P=16$ | $P=64$ | $P=256$ | reference $\ln Z(\varepsilon)$ |
|---|---|---|---|---|---|
| 0.2 | 2.315 | 1.080 | 1.005 | 0.999 | 0.999 |
| 0.05 | 39.4 | 1.654 | 1.133 | 1.106 | 1.104 |
| 0.01 | 339.6 | 193.2 | 1.237 | 1.119 | 1.113 |
| 0.002 | 1920 | 1714 | 995 | 1.134 | 1.113 |
| 0.0005 | 7903 | 7647 | 6724 | 3447 | 1.113 |

Along a row, $P$ grows at fixed $\varepsilon$. The Coulomb part and its $|\nabla V|^2$ are then bounded, so the divergent average found above is absent, although the potential has a kink at $r=\varepsilon$. The upper rows approach the reference; the last row would need more beads than are shown. Down a column, $\varepsilon$ shrinks at fixed $P$, and the result runs away. Taking $P\to\infty$ first and $\varepsilon\to0$ second gives $Z$; the opposite order gives infinity.

The column $P=256$ is instructive. At $\varepsilon=0.002$ the ball's weight per bead, $4\pi\varepsilon^3e^{\tau/\varepsilon}/[3(2\pi\tau)^{3/2}]$, is about 0.003, and $\ln Z_P$ is only 0.021 above the reference. Reducing $\varepsilon$ by a factor of 4 raises $\ln Z_P$ to 3447. The apparent success belonged to the cutoff.

## Why a simulation can look healthy

Consider one bead whose two neighbours sit at the nucleus. The two links give it the free density $(\pi\tau)^{-3/2}e^{-r^2/\tau}$, which the primitive action multiplies by $e^{\tau/r}$. For $\tau\ll1$ the Gaussian is nearly constant at $r\sim\tau$, and the radial weight is $r^2e^{\tau/r}$. Its logarithm has derivative $2/r-\tau/r^2$, so the weight has a minimum at $r=\tau/2$ and rises without limit inside it.

Let $r_c$ be the radius for which the region $r_c<r<\tau/2$ carries as much weight as all of $r>\tau/2$. A draw from the free density lands within $r_c\ll\sqrt\tau$ with probability

$$\frac{4\pi r_c^3}{3(\pi\tau)^{3/2}}=\frac{4}{3\sqrt\pi}\left(\frac{r_c}{\sqrt\tau}\right)^3 .$$

For $P=64$ the program finds $r_c=4.6\times10^{-3}$ bohr and probability $4.6\times10^{-6}$. For $P=4096$ these are $4.5\times10^{-5}$ bohr and $2.2\times10^{-9}$. In these cases more beads hide the divergence better without removing it.

With $P=4096$, a sample of 200,000 independent free draws gives a mean of $e^{\tau/r}$ equal to 1.0363. The integral over $r>\tau/2$ alone is also 1.0363. The agreement in the last digit belongs to this sample: other samples of the same size typically differ in the fourth decimal, and now and then a single draw very close to the nucleus raises the mean far above this value. The full mean is infinite. The sample estimates the regular part, and its finite, reasonable value is no evidence that the quantity being averaged exists.

## What the exact short-time density matrix does

The divergence comes from the approximation. In the exact path integral the electron moves during $\tau$, and the Coulomb potential is averaged along its path. Take free paths that start and end at $\mathbf r$. At time $t$ the position is Gaussian about $\mathbf r$, with variance $s$ per component. It is the product of Gaussians of variances $t$ and $\tau-t$, so $1/s=1/t+1/(\tau-t)$ and $s=t(\tau-t)/\tau$.

The average of $1/|\mathbf r+\boldsymbol\xi|$ over directions of $\boldsymbol\xi$ is $1/\max(r,\xi)$. With $p(\xi)=4\pi\xi^2(2\pi s)^{-3/2}e^{-\xi^2/2s}$, integration by parts in the first term gives

$$\frac1r\int_0^rp\,d\xi+\int_r^\infty\frac{p}{\xi}\,d\xi=\left[\frac{\mathrm{erf}(r/\sqrt{2s})}{r}-\sqrt{\frac{2}{\pi s}}\,e^{-r^2/2s}\right]+\sqrt{\frac{2}{\pi s}}\,e^{-r^2/2s}.$$

The Gaussian terms cancel. The path-averaged Coulomb action is therefore

$$U_\tau(r)=-\int_0^\tau dt\,\frac{\mathrm{erf}(r/\sqrt{2s})}{r}.$$

At the nucleus the integrand tends to $\sqrt{2/(\pi s)}$. Substituting $t=\tau\sin^2\varphi$ gives $\int_0^\tau dt/\sqrt s=2\sqrt\tau\int_0^{\pi/2}d\varphi=\pi\sqrt\tau$, so

$$U_\tau(0)=-\sqrt{2\pi\tau},$$

where the primitive action has $-\infty$.

The ratio of the pure Coulomb density matrix to the free one, $\rho/\rho_0$, is the free-path average of $\exp(\int dt/|\mathbf x(t)|)$. Since the average of an exponential is at least the exponential of the average, $\ln[\rho(0,0;\tau)/\rho_0(0,0;\tau)]\ge\sqrt{2\pi\tau}$. A value computed from the known bound and continuum Coulomb states at $\tau=0.0625$ is 0.636, against $\sqrt{2\pi\tau}=0.627$. The exact weight at the nucleus is finite and close to this estimate.

## A finite action can still be a poor one

A simple repair uses $\tfrac12[U_\tau(r_k)+U_\tau(r_{k+1})]$ for each link. Around the ring this replaces $-1/r$ at each bead by $v_\tau=U_\tau/\tau$. Since $\mathrm{erf}(x)/x\le2/\sqrt\pi$, $v_\tau$ is bounded below by $-\sqrt{2\pi/\tau}$, and $Z_P$ is finite.

The beads already sample the free paths, however, so smearing the potential as well makes it too weak. For one value of $s$, with $x=r/\sqrt{2s}$,

$$\int\frac{1-\mathrm{erf}(r/\sqrt{2s})}{r}\,d^3r=8\pi s\int_0^\infty x\,\mathrm{erfc}(x)\,dx=2\pi s,$$

because integration by parts gives $\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=1/4$. The time average of $s$ is $\tau^{-2}\int_0^\tau t(\tau-t)\,dt=\tau/6$, so $\int(v_\tau+1/r)\,d^3r=\pi\tau/3$. This excess sits within about $\sqrt\tau$ of the nucleus. First-order perturbation theory then gives

$$\ln Z_P-\ln Z\approx-\frac{\pi}{3}\,\beta\tau\,n(0),$$

with $n(0)$ the thermal electron density at the nucleus. The splitting error of $v_\tau$ itself can be estimated from $\tau^2\int_{\sqrt\tau}4\pi r^2\,dr/r^4\sim\tau^{3/2}$, which is of higher order. This is an estimate, not a proof.

With $n(0)=0.483$ bohr$^{-3}$ and $P=1024$, the law gives $-0.0079$; the computed difference is 0.89 of that. Extrapolating this ratio to $\tau=0$, with the assumed correction of order $\sqrt\tau$, gives 0.98, consistent with 1 within the test's tolerance of 0.03.

The linear term can be cancelled. The excess integral of $v_{2\tau}$ is $2\pi\tau/3$, so the combination $2v_\tau-v_{2\tau}$ has excess $2\pi\tau/3-2\pi\tau/3=0$. It is also bounded below, since $-v_{2\tau}\ge0$. The errors relative to the reference $Z$ are:

| $P$ | $v_\tau$ | $2v_\tau-v_{2\tau}$ |
|---|---|---|
| 16 | −20.2 % | −0.96 % |
| 64 | −7.9 % | −0.08 % |
| 256 | −2.5 % | 0.01 % |

The same 64 beads for which the primitive $Z_P$ is infinite now give $Z=3.041$, against 3.044. The error of the combination changes sign between $P=64$ and $P=256$ and is 0.004 % at $P=1024$, so these small entries lie near a zero crossing in this example and do not establish a rate of convergence; the program asserts only errors below 5 % at $P=64$ and 2 % at $P=256$, and a smaller error at $P=256$ than at $P=16$. This combination is a convenient repair for one electron and one nucleus. The more general remedy is to use the exact two-particle Coulomb density matrix for each link, which contains the finite contact value from the start. What has to change is the short-time weight at the nucleus; the number of beads cannot do that work. The numerical check below tests the bounds, the collapse formula and both repaired actions.

## Values computed for the example and the checks

```
beta = 4.0 1/hartree, omega = 0.5 hartree, T = 78944 K
free hydrogen ground level (basis check) = -0.500000 hartree
trapped hydrogen ground level = -0.25681 hartree
true Z = 3.0437, ln Z = 1.1131 (no unit)
proved upper bound on Z = 15.094 (no unit)
thermal density at the nucleus = 0.4831 1/bohr^3
ln Z_P(cutoff), no unit; columns P = 4, 16, 64, 256; then exact ln Z(cutoff)
cutoff 0.2000 bohr: 2.3152  1.0801  1.0046  0.9990 | 0.9986
cutoff 0.0500 bohr: 39.4458  1.6538  1.1330  1.1063 | 1.1038
cutoff 0.0100 bohr: 339.5632  193.1857  1.2365  1.1188 | 1.1127
cutoff 0.0020 bohr: 1920.1512  1714.1712  994.9214  1.1344 | 1.1130
cutoff 0.0005 bohr: 7903.4976  7647.3338  6723.6011  3447.3566 | 1.1131
collapse formula, P = 4, cutoff 0.002 bohr: ln Z_P = 1920.1510 (no unit)
hidden region for one bead with both neighbours at the nucleus:
P = 16: tau = 0.250000 1/hartree, r_c = 2.351e-02 bohr, hit probability = 7.81e-05
P = 64: tau = 0.062500 1/hartree, r_c = 4.568e-03 bohr, hit probability = 4.59e-06
P = 256: tau = 0.015625 1/hartree, r_c = 9.494e-04 bohr, hit probability = 3.30e-07
P = 4096: tau = 0.000977 1/hartree, r_c = 4.498e-05 bohr, hit probability = 2.24e-09
P = 4096, 200000 draws: sampled mean of exp(tau/r) = 1.0363
  integral over r > tau/2 only = 1.0363; full mean is infinite
ln of exact/free density matrix at the nucleus (no unit):
tau = 0.25 1/hartree: exact 1.29254, sqrt(2 pi tau) = 1.25331, with next term 1.29038
tau = 0.0625 1/hartree: exact 0.63619, sqrt(2 pi tau) = 0.62666, with next term 0.63592
bounded actions, no cutoff; Z has no unit, errors in percent of Z:
P = 4: plain Z = 1.9170, error -37.018; balanced Z = 2.9818, error -2.032
P = 16: plain Z = 2.4289, error -20.197; balanced Z = 3.0145, error -0.959
P = 64: plain Z = 2.8045, error -7.858; balanced Z = 3.0414, error -0.075
P = 256: plain Z = 2.9680, error -2.486; balanced Z = 3.0439, error 0.009
P = 1024: plain Z = 3.0223, error -0.701; balanced Z = 3.0438, error 0.004
plain action: (ln Z_P - ln Z)/(linear law), no unit: P = 4: 0.228, P = 16: 0.446, P = 64: 0.647, P = 256: 0.796, P = 1024: 0.890
  extrapolated to tau = 0: 0.983 (no unit)
```
